\section*{Relaxation energy as half the polarisation potential, tested on neon 1s}

Let an atom with $N$ electrons and closed shells be described by nonrelativistic Hartree--Fock theory with a fixed nucleus. Atomic units are used, the spin orbitals are real, and $h$ is the kinetic energy plus the attraction of the nucleus. A single determinant is represented by its density matrix $P=\sum_i|i\rangle\langle i|$, the sum running over the occupied spin orbitals. With
\begin{equation}
(pq|rs)=\int\! dx\,dx'\,\frac{\phi_p(x)\phi_q(x)\phi_r(x')\phi_s(x')}{|\mathbf r-\mathbf r'|},
\end{equation}
where $x$ stands for position and spin, the Coulomb-minus-exchange potential of $P$ is
\begin{equation}
\langle p|G[P]|q\rangle=\sum_{rs}P_{rs}\,[(pq|rs)-(pr|qs)].
\end{equation}
The energy and the Fock operator are
\begin{equation}
E[P]=\mathrm{Tr}\,hP+\tfrac12\mathrm{Tr}\,P\,G[P],\qquad F[P]=h+G[P].
\end{equation}

Two properties of $G$ are needed. It is linear in $P$, and it is symmetric, $\mathrm{Tr}\,A\,G[B]=\mathrm{Tr}\,B\,G[A]$ for symmetric $A$ and $B$, because exchanging the pairs of labels $(p,q)$ and $(r,s)$ leaves both integrals unchanged. The energy is therefore a quadratic function, and its expansion about any $P$ ends at second order:
\begin{equation}
E[P+\Delta]=E[P]+\mathrm{Tr}\,F[P]\Delta+\tfrac12\mathrm{Tr}\,\Delta\,G[\Delta].
\label{quad}
\end{equation}
The two cross terms $\tfrac12\mathrm{Tr}\,P\,G[\Delta]$ and $\tfrac12\mathrm{Tr}\,\Delta\,G[P]$ are equal and supply the $G[P]$ in $F[P]$.

An allowed small change of a determinant is a rotation of its orbitals, $\delta P=[X,P]$ with $X$ antisymmetric. The energy then changes by $\mathrm{Tr}\,F[X,P]=\mathrm{Tr}\,X[P,F]$. Since $[P,F]$ is itself antisymmetric, this vanishes for every $X$ if and only if $[F,P]=0$. That is the Hartree--Fock condition.

Let $P_0$ be the ground state, $E_0$ its energy, $F_0=F[P_0]$, and let $k$ be an occupied spin orbital with $F_0|k\rangle=\varepsilon_k|k\rangle$. Write $K=|k\rangle\langle k|$. Removing the electron in $k$ while all other orbitals stay as they were leaves the frozen density matrix $P_c=P_0-K$. Equation \eqref{quad} with $P=P_0$ and $\Delta=-K$ gives
\begin{equation}
E[P_c]=E_0-\varepsilon_k+\tfrac12\mathrm{Tr}\,K\,G[K]=E_0-\varepsilon_k .
\end{equation}
The last term is zero because $\mathrm{Tr}\,K\,G[K]=(kk|kk)-(kk|kk)$: exchange removes the interaction of the electron with itself. The frozen ionisation energy is thus $-\varepsilon_k$, which is Koopmans' theorem.

The remaining $N-1$ electrons are not in equilibrium in the frozen state. Let $P'$ be the self-consistent hole state, $E'$ its energy, and $D=P'-P_c$ the rearrangement of the remaining electrons, with $\mathrm{Tr}\,D=0$. The relaxation energy is $R=E[P_c]-E'$, so that the ionisation energy is
\begin{equation}
I=E'-E_0=(E[P_c]-E_0)-(E[P_c]-E')=-\varepsilon_k-R .
\end{equation}
The polarisation potential is the change in the potential produced by the remaining electrons, $V_p=G[D]$, counted as the potential energy of an electron. Its expectation is taken in the original orbital $k$. If the remaining electrons move towards the hole, the Coulomb repulsion felt by an electron placed in $k$ grows, and $\langle k|V_p|k\rangle$ is positive unless a change in exchange with the electrons of the same spin outweighs this. The relation to be derived is
\begin{equation}
R\simeq\tfrac12\langle k|V_p|k\rangle,\qquad
I\simeq-\varepsilon_k-\tfrac12\langle k|V_p|k\rangle .
\label{half}
\end{equation}
It is not an identity. It holds up to terms of third order in the perturbation that the hole exerts on the other electrons, and to give this order a meaning the perturbation needs an adjustable strength.

Consider the $N-1$ electrons with the energy function
\begin{equation}
E_\lambda[P]=E[P]+(1-\lambda)\,\mathrm{Tr}\,G[K]P .
\end{equation}
The added term is the potential of an electron held fixed in $k$, reduced by the factor $1-\lambda$. The Fock operator of this problem is $\mathcal F_\lambda[P]=h+G[P]+(1-\lambda)G[K]$. At the frozen density matrix, linearity gives $h+G[P_c]=F_0-G[K]$, and hence
\begin{equation}
\mathcal F_\lambda[P_c]=F_0-\lambda\,G[K].
\label{pert}
\end{equation}
At $\lambda=0$ this is $F_0$, which commutes with $P_c$ because both are diagonal in the ground-state orbitals. The frozen state is therefore stationary at $\lambda=0$. At $\lambda=1$ the added term is gone and the stationary state is the relaxed hole state. In between, the perturbation is $-\lambda G[K]$, the absence of a fraction $\lambda$ of the repulsion by the electron in $k$.

Assume that a differentiable path of stationary states $P_\lambda$ joins $P_c$ to $P'$. For a core hole these are not the lowest states of $N-1$ electrons, since an outer electron could fill the hole; the argument uses stationarity and no minimum principle. Put $D_\lambda=P_\lambda-P_c$ and define
\begin{equation}
R(\lambda)=E_\lambda[P_c]-E_\lambda[P_\lambda],\qquad
v(\lambda)=\langle k|G[D_\lambda]|k\rangle ,
\end{equation}
so that $R(0)=0$, $R(1)=R$, $v(0)=0$ and $v(1)=\langle k|V_p|k\rangle$. In the first term of $R(\lambda)$ the density matrix is fixed, and its derivative is $-\mathrm{Tr}\,G[K]P_c$. In the second both the function and its argument vary:
\begin{equation}
\frac{d}{d\lambda}E_\lambda[P_\lambda]=-\mathrm{Tr}\,G[K]P_\lambda+\mathrm{Tr}\,\mathcal F_\lambda[P_\lambda]\frac{dP_\lambda}{d\lambda}.
\end{equation}
The path consists of rotations, so $dP_\lambda/d\lambda=[Y,P_\lambda]$ with $Y$ antisymmetric, and the last term vanishes by stationarity. Subtracting the two derivatives and using the symmetry of $G$,
\begin{equation}
\frac{dR}{d\lambda}=\mathrm{Tr}\,G[K]D_\lambda=\mathrm{Tr}\,K\,G[D_\lambda]=v(\lambda),
\qquad R=\int_0^1 v(\lambda)\,d\lambda .
\label{integral}
\end{equation}
Within Hartree--Fock theory and on the stated path this holds without approximation. The relaxation energy is the polarisation potential at the hole, averaged over the growth of the hole.

If the electrons respond linearly, $v(\lambda)=a\lambda$, the average of $v$ is half its final value, and \eqref{half} follows. For the error, expand $v=a\lambda+b\lambda^2+c\lambda^3+\dots$ and integrate from $0$ to $\lambda$:
\begin{align}
R(\lambda)-\tfrac12\lambda v(\lambda)
&=\left(\tfrac12-\tfrac12\right)a\lambda^2+\left(\tfrac13-\tfrac12\right)b\lambda^3+\left(\tfrac14-\tfrac12\right)c\lambda^4+\dots\nonumber\\
&=-\tfrac16 b\lambda^3-\tfrac14c\lambda^4+\dots
\label{cubic}
\end{align}
The second-order terms cancel and the error begins at third order. The estimate $R\simeq\tfrac12a$, which takes the potential from linear response alone, also errs at third order, but by $R-\tfrac12a=\tfrac13b+\dots$. Using the fully relaxed potential halves the leading error and reverses its sign.

The factor one half has a plain energetic meaning. Expand $E_\lambda[P_\lambda]$ about $P_c$, using \eqref{pert} for the Fock operator:
\begin{equation}
-R(\lambda)=-\lambda v(\lambda)+\Big\{\mathrm{Tr}\,F_0D_\lambda+\tfrac12\mathrm{Tr}\,D_\lambda G[D_\lambda]\Big\}.
\label{cost}
\end{equation}
The first term is the energy gained by the displaced electrons in the field of the hole. The braces hold the cost of displacing them. Since $R(\lambda)=\tfrac12\lambda v(\lambda)$ up to third order, the cost is $\tfrac12\lambda v(\lambda)$ to the same accuracy: half of the gain is spent on deforming the electron cloud, as in any linear polarisable medium.

The error at full strength can also be written without an integral over $\lambda$. Let $F'=F[P']$. Equation \eqref{quad}, used once from $P_c$ to $P'$ and once from $P'$ to $P_c$, gives
\begin{align}
R&=-\mathrm{Tr}\,F[P_c]D-\tfrac12\mathrm{Tr}\,D\,G[D],\\
R&=-\mathrm{Tr}\,F'D+\tfrac12\mathrm{Tr}\,D\,G[D].
\end{align}
The mean of the two lines is free of the quadratic term. With $F[P_c]=F_0-G[K]$ and $\mathrm{Tr}\,G[K]D=\langle k|V_p|k\rangle$ it becomes
\begin{equation}
R=\tfrac12\langle k|V_p|k\rangle-\tfrac12\mathrm{Tr}\,(F_0+F')D .
\label{remainder}
\end{equation}
Each trace is of second order. To first order $D$ is a commutator $[X,P_c]$, and $\mathrm{Tr}\,F_0[X,P_c]=0$ because $F_0$ and $P_c$ commute; the same reasoning from the other end applies to $F'$ and $P'$. Their sum is smaller still. Repeating the averaging at strength $\lambda$ replaces the first term of \eqref{remainder} by $\tfrac12\lambda v(\lambda)$ and $F'$ by $\mathcal F_\lambda[P_\lambda]$, and \eqref{cubic} then shows that the sum of the traces is of third order.

A case that can be worked by hand shows where the correction comes from. Take a two-electron atom of nuclear charge $Z$ and restrict each orbital to the form $e^{-\zeta r}$. With both exponents equal to $\eta$ the energy is $\eta^2-2Z\eta+\tfrac58\eta$, which is lowest at $\eta=Z-\delta$ with $\delta=\tfrac5{16}$. Now remove one electron. The other has the energy
\begin{equation}
E_\lambda(\zeta)=\tfrac12\zeta^2-Z\zeta+(1-\lambda)J(\zeta),
\end{equation}
where $J(\zeta)$ is its repulsion by the electron held at exponent $\eta$. There is no exchange, because the spins are opposite. The potential of the fixed electron is $1/r-e^{-2\eta r}(1/r+\eta)$, and its average over the density $\zeta^3e^{-2\zeta r}/\pi$ is
\begin{equation}
J(\zeta)=\zeta-\frac{\zeta^3}{(\zeta+\eta)^2}-\frac{\eta\zeta^3}{(\zeta+\eta)^3}.
\end{equation}
Differentiation gives
\begin{equation}
J'(\zeta)=\frac{\eta^3(4\zeta+\eta)}{(\zeta+\eta)^4},\qquad
J''(\zeta)=-\frac{12\,\eta^3\zeta}{(\zeta+\eta)^5},
\end{equation}
so that $J'(\eta)=\tfrac5{16}=\delta$ and $J''(\eta)=-3/(8\eta)$. The frozen exponent is stationary at $\lambda=0$, since $\eta-Z+J'(\eta)=0$, and the argument leading to \eqref{integral} applies within this family of orbitals. At $\lambda=1$ the exponent relaxes to $Z$, and the relaxation energy is
\begin{equation}
R=\left(\tfrac12\eta^2-Z\eta\right)+\tfrac12Z^2=\tfrac12(Z-\eta)^2=\tfrac12\delta^2 .
\end{equation}
The polarisation potential at the hole is
\begin{equation}
v(1)=J(Z)-J(\eta)=J'(\eta)\,\delta+\tfrac12J''(\eta)\,\delta^2+\dots=\delta^2-\frac{3\delta^2}{16\eta}+\dots
\end{equation}
Half of it equals $R$ up to a deficit which, relative to $R$, is $3/(16\eta)$ at leading order. In this model the half rule becomes accurate for large $Z$, where the hole is a weak perturbation beside the nucleus. For large $Z$ it gives slightly too little relaxation, because $J$ is concave: each further step of contraction raises the repulsion by less than the one before.

For neon the equations have to be solved numerically. The hole is made in a $1s$ orbital of spin up. Both the ground state and the hole state have spherical densities and occupy $s$ and $p$ orbitals, so Gaussian functions of these two symmetries suffice. The exponents, in bohr$^{-2}$, are $0.15\times2.3^{\,j}$ with $j=0,\dots,16$ for $s$ and $0.10\times2.3^{\,j}$ with $j=0,\dots,10$ for $p$, which makes $17+3\times11=50$ functions. The Fock equations are iterated to self-consistency with extrapolation of the Fock matrices, and for the hole states the lowest spin-up level is left empty. The orbitals of the two spins are free to differ.

The ground-state energy is $-128.54687$ hartree and the $1s$ orbital energy is $-32.77241$ hartree. The frozen ionisation energy is therefore $32.77241$ hartree, or $891.78$ eV. The relaxed hole state has the energy $-96.63561$ hartree, which gives
\begin{equation}
I=128.54687-96.63561=31.91126\ \text{hartree}=868.35\ \text{eV}.
\end{equation}
If instead the two spins are made to share their spatial orbitals, the hole state lies at $-96.62552$ hartree and the ionisation energy is $868.62$ eV. The freedom of the spins to differ lowers the hole state by $0.27$ eV. The derivation was given for the unrestricted case, and the polarisation potential below is computed from the unrestricted hole state, so the value to compare with is
\begin{equation}
R=32.77241-31.91126=0.86115\ \text{hartree}=23.43\ \text{eV}.
\end{equation}

The expectation of the polarisation potential is $1.69502$ hartree. Half of it is $0.84751$ hartree, or $23.06$ eV, and the half rule predicts
\begin{equation}
I\simeq891.78-23.06=868.72\ \text{eV}.
\end{equation}
This is $0.37$ eV above the unrestricted value, and the relaxation energy is too small by $1.6\,\%$ of $R$. The prediction lies just $0.10$ eV from the spin-restricted $868.62$ eV, but that closeness does not measure the accuracy of the rule. It is the difference between the error of the rule, $0.37$ eV, and the $0.27$ eV that separates the two kinds of hole state.

The potential can be taken apart. Its Coulomb part contributes $48.46$ eV to $\langle k|V_p|k\rangle$ and its exchange part $-2.34$ eV, so the potential at the hole comes here mainly from the classical repulsion. Because $G$ is linear, the rearrangement $D$ can also be divided by symmetry: the six $p$ electrons account for $37.40$ eV and the three remaining $s$ electrons for $8.73$ eV. The positive sign goes with a contraction of the cloud. The sum of $\langle r^2\rangle$ over the nine electrons falls from $9.34$ to $6.57$ bohr$^2$, a decrease of $30\,\%$. The contraction measured in this way is considerable, yet the half rule errs by less than $2\,\%$ of $R$. What matters for the rule is how nearly linear the potential at the hole is in the hole strength.

Solving the equations at intermediate strengths shows this directly:
\begin{equation}
\begin{array}{c|ccccc}
\lambda & 0 & 0.25 & 0.50 & 0.75 & 1\\ \hline
v(\lambda)/\text{hartree} & 0 & 0.43934 & 0.86795 & 1.28637 & 1.69502
\end{array}
\end{equation}
A straight line to the last point would pass through $0.848$ hartree at $\lambda=0.5$; the computed value is $0.868$ hartree. The curve bends downwards, so its average exceeds half its final value. Boole's rule for the integral in \eqref{integral} gives
\begin{equation}
\frac{32(0.43934)+12(0.86795)+32(1.28637)+7(1.69502)}{90}=0.86115\ \text{hartree},
\end{equation}
which is the relaxation energy found above from total energies.

The initial behaviour follows from central differences of $v$ at $\lambda=\pm0.1$, a negative strength meaning that the repulsion by the fixed electron is enhanced. They give $a=1.780$ and $b=-0.0913$ hartree. By \eqref{cubic} the half rule should then fail by $-b/6=0.0152$ hartree times $\lambda^3$. The part of $R(\lambda)-\tfrac12\lambda v(\lambda)$ that is odd in $\lambda$, computed from energies at the same two strengths and divided by $\lambda^3$, is also $0.0152$ hartree. At full strength the actual error is $0.86115-0.84751=0.0136$ hartree. The cubic term therefore accounts for its sign and most of its size, and the higher orders take away about a tenth. The linear-response estimate $\tfrac12a=0.890$ hartree is too large by $0.029$ hartree, close to the $-b/3=0.030$ hartree expected at leading order.

The traces in \eqref{remainder} show the same cancellation from another side. They are $\mathrm{Tr}\,F_0D=0.59333$ and $\mathrm{Tr}\,F'D=-0.62060$ hartree. The first is positive: measured with the ground-state Fock operator, the relaxed orbitals cost energy. The second is negative: measured with the Fock operator of the hole state, the frozen orbitals lie higher. Each is comparable with $R$, but the remainder is
\begin{equation}
-\tfrac12(0.59333-0.62060)=0.0136\ \text{hartree},
\end{equation}
which is the error just found. The energy balance \eqref{cost} at $\lambda=1$ reads, in eV, $-23.43=-46.12+22.69$. The electrons gain $46.12$ eV in the field of the hole and spend $22.69$ eV, slightly less than half, on their own deformation.

The conditions for the half rule can be read from the derivation. It needs a smooth path from the frozen to the relaxed hole state. If the response becomes singular on the way, the expansion in $\lambda$ cannot be relied on up to full strength, although \eqref{integral} still holds when the path stays continuous and is differentiable except at isolated points. If the calculation settles on a stationary state not connected to the frozen one, neither \eqref{integral} nor the expansion applies. Equation \eqref{remainder} survives, since it uses nothing but the quadratic form of the energy, but its last term need no longer be small. Even on a smooth path the rule can be poor when $b$ or the higher coefficients are not small compared with $a$; for neon $1s$ the ratio $|b|/a$ is $0.05$. All the energies here are Hartree--Fock energies in a finite basis. A larger basis of 26 $s$ and 16 $p$ exponents lowers the total energies of neon and its ion by about $2\times10^{-4}$ hartree, so their last two decimals are not converged, but it moves $\varepsilon_k$, $I$, $R$ and $\langle k|V_p|k\rangle$ by at most $3\times10^{-5}$ hartree, about $0.001$ eV, and leaves the error of the half rule at $0.0136$ hartree. Electron correlation and relativity are left out, and both change the ionisation energy, so the agreement found is between two ways of calculating relaxation within one theory, not between theory and a measured spectrum.
